# Wigner rotation functions, Krawtchouk polynomials and the Hong–Ou–Mandel cancellation: test program

```python
"""
Result under test: with N = 2j, n = j-m, x = j-m', c = cos(beta/2),
s = sin(beta/2), p = s^2, the Wigner function <j m'|exp(-i beta J_y)|j m> is
  (-1)^n sqrt(C(N,n) C(N,x)) s^(n+x) c^(N-n-x) K_n(x; p, N),
K_n being the Krawtchouk polynomial orthogonal under the binomial weight.
For integer j, d^j_00 is the amplitude |j,j> -> |j,j> at a beam splitter of
reflectance p. It is zero at p = 1/2 for odd j (j = 1: Hong-Ou-Mandel).
States are ordered by the photon number in mode b: index 0..N, m = j - index.
T = c^2 is the transmittance, R = s^2 the reflectance; hbar = 1.
"""
from fractions import Fraction
from itertools import permutations
from math import comb, perm, factorial, sqrt, pi, cos, sin, asin, atan2
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import eval_legendre


def wigner_matrix(N, beta):
    """exp(-i beta J_y) for spin N/2 from the angular-momentum ladder."""
    j = N / 2
    raising = np.zeros((N + 1, N + 1))
    for i in range(1, N + 1):
        m = j - i
        raising[i - 1, i] = sqrt((j - m) * (j + m + 1))
    return expm(-beta * (raising - raising.T) / 2)


def krawtchouk(n, x, p, N):
    return sum((-1) ** k * comb(n, k) * Fraction(perm(x, k), perm(N, k))
               / p ** k for k in range(min(n, x) + 1))


def d_formula(N, x, n, beta):
    c, s = cos(beta / 2), sin(beta / 2)
    return ((-1) ** n * sqrt(comb(N, n) * comb(N, x)) * s ** (n + x)
            * c ** (N - n - x) * float(krawtchouk(n, x, s * s, N)))


def create_a(N):
    """Creation operator of mode a from the N- to the (N+1)-photon space."""
    op = np.zeros((N + 2, N + 1))
    for nb in range(N + 1):
        op[nb, nb] = sqrt(N - nb + 1)
    return op


def create_b(N):
    op = np.zeros((N + 2, N + 1))
    for nb in range(N + 1):
        op[nb + 1, nb] = sqrt(nb + 1)
    return op


def crossing_terms(j, beta):
    """Amplitude terms with k photons crossing in each direction."""
    c, s = cos(beta / 2), sin(beta / 2)
    return [(-1) ** k * comb(j, k) ** 2 * c ** (2 * (j - k)) * s ** (2 * k)
            for k in range(j + 1)]


def photon_amplitude(V, N, x, n):
    """Permanent amplitude; V[out, in] is the one-photon mode matrix."""
    ins = [0] * (N - n) + [1] * n
    outs = [0] * (N - x) + [1] * x
    total = 0
    for order in permutations(range(N)):
        term = 1
        for i in range(N):
            term = term * V[outs[i], ins[order[i]]]
        total += term
    norm = factorial(n) * factorial(N - n) * factorial(x) * factorial(N - x)
    return total / sqrt(norm)


def distinguishable_split(j, beta):
    """Equal-split probability when the two input groups do not interfere."""
    U = wigner_matrix(j, beta)
    return np.convolve(U[:, 0] ** 2, U[:, j] ** 2)[j]


def coincidence(beta, g):
    """Two bosons with internal overlap g, in symmetrized product space."""
    c, s = cos(beta / 2), sin(beta / 2)
    splitter = np.kron(np.array([[c, -s], [s, c]]), np.eye(2))
    first = np.kron([1, 0], [1, 0])
    second = np.kron([0, 1], [g, sqrt(1 - g * g)])
    pair = (np.outer(first, second) + np.outer(second, first)) / sqrt(2)
    out = splitter @ pair @ splitter.T
    return np.sum(out[:2, 2:] ** 2) + np.sum(out[2:, :2] ** 2)


def clean(value, digits=6):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


def row(values, digits=6):
    return "  ".join(clean(v, digits) for v in values)


angles = [0.7, pi / 2, 2.3, 4.0, -0.8]

# Two-boson operators: angular momentum and rotation of creation operators
for N in range(1, 6):
    hop = create_a(N - 1) @ create_b(N - 1).T
    for beta in angles:
        U = expm(-beta * (hop - hop.T) / 2)
        assert np.allclose(U, wigner_matrix(N, beta), atol=1e-12)
        U_next = wigner_matrix(N + 1, beta)
        c, s = cos(beta / 2), sin(beta / 2)
        A, B = create_a(N), create_b(N)
        assert np.allclose(U_next @ A @ U.T, c * A + s * B, atol=1e-12)
        assert np.allclose(U_next @ B @ U.T, c * B - s * A, atol=1e-12)

# Krawtchouk formula against the matrix exponential, integer and half-integer j
largest_error = 0.0
for N in range(1, 7):
    for beta in angles:
        U = wigner_matrix(N, beta)
        F = np.array([[d_formula(N, x, n, beta) for n in range(N + 1)]
                      for x in range(N + 1)])
        largest_error = max(largest_error, np.max(abs(U - F)))
assert largest_error < 1e-10

# Generating function and binomial orthogonality in exact rational arithmetic
N, p = 6, Fraction(3, 10)
q = (1 - p) / p
weight = [comb(N, x) * p ** x * (1 - p) ** (N - x) for x in range(N + 1)]
for n in range(N + 1):
    poly = [Fraction(1)]
    for slope in [Fraction(1)] * (N - n) + [-q] * n:
        poly = [u + slope * v for u, v in zip(poly + [0], [0] + poly)]
    assert poly == [comb(N, x) * krawtchouk(n, x, p, N) for x in range(N + 1)]
    for l in range(N + 1):
        overlap = sum(weight[x] * krawtchouk(n, x, p, N)
                      * krawtchouk(l, x, p, N) for x in range(N + 1))
        assert overlap == (q ** n / comb(N, n) if n == l else 0)

# One-port input divides binomially
assert np.allclose(wigner_matrix(N, 2 * asin(sqrt(0.3)))[:, 0] ** 2,
                   [float(w) for w in weight], atol=1e-12)

# Reflection symmetry holds at balance and fails away from it
half = Fraction(1, 2)
for n in range(N + 1):
    for x in range(N + 1):
        assert (krawtchouk(n, N - x, half, N)
                == (-1) ** n * krawtchouk(n, x, half, N))
assert krawtchouk(1, N - 1, p, N) != -krawtchouk(1, 1, p, N)

# Equal-split amplitude: crossing sum, Legendre polynomial, balanced values
for j in range(1, 7):
    for beta in angles:
        direct = wigner_matrix(2 * j, beta)[j, j]
        assert abs(direct - sum(crossing_terms(j, beta))) < 1e-11
        assert abs(direct - eval_legendre(j, cos(beta))) < 1e-11
        T, R = cos(beta / 2) ** 2, sin(beta / 2) ** 2
        classical = sum((comb(j, k) * T ** (j - k) * R ** k) ** 2
                        for k in range(j + 1))
        assert abs(distinguishable_split(j, beta) - classical) < 1e-12
    column = wigner_matrix(2 * j, pi / 2)[:, j]
    assert np.max(abs(column[1::2])) < 1e-12
    if j % 2:
        assert abs(column[j]) < 1e-12
        assert krawtchouk(j, j, half, 2 * j) == 0
    else:
        l = j // 2
        assert abs(column[j] - (-1) ** l * comb(j, l) / 4 ** l) < 1e-12
    assert abs(distinguishable_split(j, pi / 2)
               - comb(2 * j, j) / 4 ** j) < 1e-12

# Arbitrary beam-splitter phases leave all probabilities unchanged
rng = np.random.default_rng(7)
for trial in range(3):
    V = np.linalg.qr(rng.normal(size=(2, 2))
                     + 1j * rng.normal(size=(2, 2)))[0]
    beta = 2 * atan2(abs(V[1, 0]), abs(V[0, 0]))
    U = wigner_matrix(4, beta)
    for x in range(5):
        for n in range(5):
            assert abs(abs(photon_amplitude(V, 4, x, n)) ** 2
                       - U[x, n] ** 2) < 1e-11
symmetric = np.array([[1, 1j], [1j, 1]]) / sqrt(2)
for j in (1, 3):
    assert abs(photon_amplitude(symmetric, 2 * j, j, j)) < 1e-12

# Partial distinguishability of one photon per port
for beta in angles:
    T, R = cos(beta / 2) ** 2, sin(beta / 2) ** 2
    for g in (0.0, 0.5, 0.8, 1.0):
        assert abs(coincidence(beta, g)
                   - (T * T + R * R - 2 * T * R * g * g)) < 1e-12

# An additional zero for three photons per port, away from balance
beta_zero = brentq(lambda b: wigner_matrix(6, b)[3, 3], 0.3, 1.0, xtol=1e-13)
assert abs(cos(beta_zero) - sqrt(3 / 5)) < 1e-10
zero_terms = crossing_terms(3, beta_zero)
assert abs(sum(zero_terms)) < 1e-10
assert abs(zero_terms[0] + zero_terms[3]) > 0.1

# Worked example
N, n, R = 4, 1, 0.30
beta = 2 * asin(sqrt(R))
U = wigner_matrix(N, beta)
w = [comb(N, x) * R ** x * (1 - R) ** (N - x) for x in range(N + 1)]
h = ((1 - R) / R) ** n / comb(N, n)
K = [float(krawtchouk(n, x, R, N)) for x in range(N + 1)]
d_values = [(-1) ** n * sqrt(w[x] / h) * K[x] for x in range(N + 1)]
assert np.allclose(d_values, U[:, n], atol=1e-12)
print("All quantities are dimensionless unless a unit is shown")
print(f"Largest formula error, j = 1/2 to 3: {largest_error:.1e}")
print(f"Example A: N = {N}, input |{N-n},{n}>, R = {R:.2f}, T = {1-R:.2f}")
print(f"beta = {beta:.6f} rad = {np.degrees(beta):.4f} degrees")
print(f"squared norm h_1 = {h:.6f}")
print("x = photons leaving in b; columns: x, m', w, K_1, d, d^2")
for x in range(N + 1):
    print(f"{x}  {N//2-x:+d}  " + row([w[x], K[x], U[x, n], U[x, n] ** 2]))
print(f"sum of d^2 = {clean(np.sum(U[:, n] ** 2))}")
print(f"One photon per port at R = {R:.2f}: d^1_00 = "
      f"{clean(wigner_matrix(2, beta)[1, 1])}")
print(f"coincidence, identical = {clean(coincidence(beta, 1.0))}")
print(f"coincidence, distinguishable = {clean(coincidence(beta, 0.0))}")
print(f"Example B: balanced splitter, beta = {pi/2:.6f} rad = "
      f"{np.degrees(pi/2):.1f} degrees")
for j in (1, 3):
    column = wigner_matrix(2 * j, pi / 2)[:, j]
    print(f"Input |{j},{j}>, outputs ordered by x = 0 to {2*j}")
    print("amplitudes: " + row(column))
    print("probabilities: " + row(column ** 2))
    print("crossing terms k = 0 to " + f"{j}: "
          + row(crossing_terms(j, pi / 2)))
print("Equal split: j, d^j_00, P identical, P distinguishable groups")
for j in range(1, 7):
    amplitude = wigner_matrix(2 * j, pi / 2)[j, j]
    print(f"{j}  " + row([amplitude, amplitude ** 2,
                          distinguishable_split(j, pi / 2)]))
print("Balanced two-photon coincidence: overlap |g|, probability")
for g in (0.0, 0.5, 0.8, 1.0):
    print(f"{g:.1f}  {clean(coincidence(pi / 2, g))}")
print(f"Unbalanced zero for j = 3: beta = {beta_zero:.6f} rad = "
      f"{np.degrees(beta_zero):.4f} degrees")
print(f"R at this zero = {sin(beta_zero / 2) ** 2:.6f}")
print("crossing terms k = 0 to 3: " + row(zero_terms))
print("every check passed")
```

Running it gives:

```
All quantities are dimensionless unless a unit is shown
Largest formula error, j = 1/2 to 3: 2.5e-13
Example A: N = 4, input |3,1>, R = 0.30, T = 0.70
beta = 1.159279 rad = 66.4218 degrees
squared norm h_1 = 0.583333
x = photons leaving in b; columns: x, m', w, K_1, d, d^2
0  +2  0.240100  1.000000  -0.641561  0.411600
1  +1  0.411600  0.166667  -0.140000  0.019600
2  +0  0.264600  -0.666667  0.448999  0.201600
3  -1  0.075600  -1.500000  0.540000  0.291600
4  -2  0.008100  -2.333333  0.274955  0.075600
sum of d^2 = 1.000000
One photon per port at R = 0.30: d^1_00 = 0.400000
coincidence, identical = 0.160000
coincidence, distinguishable = 0.580000
Example B: balanced splitter, beta = 1.570796 rad = 90.0 degrees
Input |1,1>, outputs ordered by x = 0 to 2
amplitudes: -0.707107  0.000000  0.707107
probabilities: 0.500000  0.000000  0.500000
crossing terms k = 0 to 1: 0.500000  -0.500000
Input |3,3>, outputs ordered by x = 0 to 6
amplitudes: -0.559017  0.000000  0.433013  0.000000  -0.433013  0.000000  0.559017
probabilities: 0.312500  0.000000  0.187500  0.000000  0.187500  0.000000  0.312500
crossing terms k = 0 to 3: 0.125000  -1.125000  1.125000  -0.125000
Equal split: j, d^j_00, P identical, P distinguishable groups
1  0.000000  0.000000  0.500000
2  -0.500000  0.250000  0.375000
3  0.000000  0.000000  0.312500
4  0.375000  0.140625  0.273437
5  0.000000  0.000000  0.246094
6  -0.312500  0.097656  0.225586
Balanced two-photon coincidence: overlap |g|, probability
0.0  0.500000
0.5  0.375000
0.8  0.180000
1.0  0.000000
Unbalanced zero for j = 3: beta = 0.684719 rad = 39.2315 degrees
R at this zero = 0.112702
crossing terms k = 0 to 3: 0.698569  -0.798569  0.101431  -0.001431
every check passed
```
